# The single optical line of the half-filled Hubbard dimer

**Question**

I am stuck on an exercise about the Hubbard dimer with two electrons,

$$H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},\qquad t>0,\quad U\ge 0 .$$

I have to find the energy and strength of its one dipole-allowed transition as functions of $U/t$, and then show that the weight of the line falls as $t^2/U$ at strong coupling.

Two things bother me. First, there are several excited states, so why is there one line? Second, for large $U$ the ground state should contain doubly occupied sites with an amplitude of order $t/U$. The squared dipole matrix element should then fall as $t^2/U^2$, not $t^2/U$. Have I lost a factor of $U$, or is the exercise wrong?

**Answer**

Your estimate of the squared matrix element is right, and so is the exercise, provided that "weight" means integrated absorption. That quantity contains the transition energy as an additional factor, and the transition energy grows like $U$. I use atomic units ($\hbar=m=e=1$) in the algebra.

**What light couples to, and what "weight" means**

Let the bond lie along $x$, with the origin at its midpoint, and let the light be polarized along the bond. I take the two site orbitals to be real, orthonormal and mirror images of each other, $\phi_2(x)=\phi_1(-x)$ with the other coordinates unchanged. Their centroids are at $\mp d/2$, which defines $d$. The position matrix element between the sites vanishes, because the substitution $x\to-x$ gives

$$\langle 1|x|2\rangle=\int\phi_1(x)\,x\,\phi_1(-x)=-\int\phi_1(-x)\,x\,\phi_1(x)=-\langle 1|x|2\rangle .$$

Within these two orbitals the total position operator of the electrons is therefore

$$X=\frac d2\,(n_2-n_1),\qquad n_i=n_{i\uparrow}+n_{i\downarrow}.$$

Now apply a weak field $F\cos\Omega\tau$, where $\tau$ is time. The electron charge is $-1$, so the perturbation is $FX\cos\Omega\tau$, and its absorbing part has amplitude $F/2$. For a transition of energy $\omega$ and matrix element $X_{fg}$, the golden rule gives the rate

$$2\pi\left|\frac{F X_{fg}}2\right|^2\delta(\omega-\Omega)=\frac{\pi}{2}F^2|X_{fg}|^2\,\delta(\omega-\Omega).$$

Each event absorbs the energy $\Omega$. Multiplying by $\Omega$ and integrating over $\Omega$ at fixed $F$ gives the area of the line in absorbed power:

$$\frac{\pi}{2}F^2\,\omega|X_{fg}|^2=\frac{\pi}{4}F^2 f,\qquad f=2\omega|X_{fg}|^2 .$$

The oscillator strength $f$ is thus the integrated weight. I call $|X_{fg}|^2$ the dipole strength, to keep the two apart.

**The six states**

Two electrons in four spin-orbitals have six states. Three of them are singlets:

$$|c\rangle=\frac{c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}}{\sqrt2}|0\rangle,\qquad
|i_\pm\rangle=\frac{c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}\pm c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}}{\sqrt2}|0\rangle .$$

The plus sign in $|c\rangle$ is the singlet sign for this operator order: since $c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}=-c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}$, the state is antisymmetric in the two spins. The other three states form the triplet, with one electron on each site:

$$c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle,\qquad c^\dagger_{1\downarrow}c^\dagger_{2\downarrow}|0\rangle,\qquad \frac{c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}-c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}}{\sqrt2}|0\rangle .$$

Call the hopping term $T$. The anticommutation rules give $[T,c^\dagger_{1\sigma}]=-t\,c^\dagger_{2\sigma}$ and $[T,c^\dagger_{2\sigma}]=-t\,c^\dagger_{1\sigma}$, while $T|0\rangle=0$. So $T$ replaces one creation operator at a time by its partner on the other site, in the same place in the product, with a factor $-t$. No further sign appears:

$$T\,c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle=-t\left(c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle ,$$

$$T\,c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}|0\rangle=-t\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\right)|0\rangle .$$

The two results are equal. They add in $|c\rangle$, giving $T|c\rangle=-2t|i_+\rangle$, and cancel in the third triplet state. In the other two triplet states, hopping would put two equal spins on one site, which gives zero. All three triplet states therefore have energy $0$.

For the doubly occupied states, the same rule gives

$$T\,c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle=T\,c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle=-t\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle=-\sqrt2\,t\,|c\rangle .$$

The sum of the two ionic configurations couples to $|c\rangle$ and their difference does not. Adding the repulsion, which is $U$ for either configuration,

$$H|c\rangle=-2t|i_+\rangle,\qquad H|i_+\rangle=U|i_+\rangle-2t|c\rangle,\qquad H|i_-\rangle=U|i_-\rangle .$$

**The ground state**

In the basis $(|c\rangle,|i_+\rangle)$ the remaining problem is

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E(E-U)-4t^2=0,$$

with the solutions

$$E_\pm=\frac{U\pm R}{2},\qquad R=\sqrt{U^2+16t^2}.$$

Since $R>U$, the lower root $E_0=E_-=(U-R)/2$ is negative. It lies below the triplet at $0$ and below $|i_-\rangle$ at $U$, so it is the ground energy.

Write $|g\rangle=\cos\alpha\,|c\rangle+\sin\alpha\,|i_+\rangle$. The first row of the eigenvalue equation is $-2t\sin\alpha=E_0\cos\alpha$, hence

$$\tan\alpha=-\frac{E_0}{2t}=\frac{R-U}{4t}.$$

Both amplitudes can be taken positive. With $16t^2=R^2-U^2=(R-U)(R+U)$, the ionic weight is

$$\sin^2\alpha=\frac{\tan^2\alpha}{1+\tan^2\alpha}=\frac{(R-U)^2}{(R-U)^2+(R-U)(R+U)}=\frac{R-U}{2R}.$$

This is the probability of finding both electrons on one site.

**Why there is one line**

Let $X$ act on the parts of the ground state. In $|c\rangle$ each site holds one electron, so $n_2-n_1=0$ and $X|c\rangle=0$. With both electrons on site 1, $X=-d$; with both on site 2, $X=+d$. Therefore

$$X|i_+\rangle=\frac{-d\,c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+d\,c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}}{\sqrt2}|0\rangle=-d\,|i_-\rangle,
\qquad X|g\rangle=-d\sin\alpha\,|i_-\rangle .$$

The state $|i_-\rangle$ is already an eigenstate of $H$, with energy $U$. Every other eigenstate is orthogonal to it and so has no matrix element with $X|g\rangle$. That settles your first question.

Symmetry says the same thing. $X$ does not act on spin, so the triplet cannot be reached from a singlet. $X$ also changes sign when the sites are exchanged, while $|g\rangle$ and the upper singlet at $E_+$ are both even, so the upper singlet is dark. What remains is the odd singlet. In the final state the two ionic configurations have equal weight and opposite sign, so it carries no static dipole; the dipole belongs to the superposition of $|g\rangle$ and $|i_-\rangle$ that the field creates.

**Energy and strength**

The line lies at

$$\omega=U-E_0=U+\frac{R-U}{2}=\frac{U+R}{2}.$$

Because the triplet is at zero energy, $-E_0$ is the singlet–triplet splitting, which I call $J$. Thus $\omega=U+J$: the final state costs $U$, and the net energy $J$ by which hopping lowers the ground state, after the repulsion in its ionic part is counted, must be paid back.

The dipole strength is

$$|X_{fg}|^2=d^2\sin^2\alpha=\frac{d^2}{2}\left(1-\frac UR\right),$$

and the oscillator strength follows by multiplication:

$$f=2\cdot\frac{R+U}{2}\cdot d^2\,\frac{R-U}{2R}=\frac{d^2(R^2-U^2)}{2R}=\frac{8t^2d^2}{R}.$$

In terms of the ratio $u=U/t$, the three results read

$$\frac{\omega}{t}=\frac{u+\sqrt{u^2+16}}2,\qquad
\frac{|X_{fg}|^2}{d^2}=\frac12\left(1-\frac{u}{\sqrt{u^2+16}}\right),\qquad
\frac{f}{t\,d^2}=\frac{8}{\sqrt{u^2+16}} .$$

**Strong coupling**

For $U\gg t$, expand the root:

$$R=U\sqrt{1+\frac{16t^2}{U^2}}=U+\frac{8t^2}{U}+\dots$$

Then $J=(R-U)/2\to4t^2/U$, and to leading order

$$\omega\to U,\qquad |X_{fg}|^2=d^2\,\frac{R-U}{2R}\to\frac{4d^2t^2}{U^2},\qquad f\to\frac{8d^2t^2}{U}.$$

This is the missing factor of $U$. The ionic amplitude is $\sin\alpha\to2t/U$, as you expected, and its square controls the dipole strength. Each absorbed photon, however, now brings an energy close to $U$, so the absorbed power falls by one power of $U$ less. The law holds for fixed $d$: at fixed $t$ the weight falls as $1/U$, and at fixed $U$ it grows as $t^2$.

The accuracy of the limit follows from the ratio of the full result to the limiting law:

$$\frac{f}{8d^2t^2/U}=\frac UR=\left(1+\frac{16t^2}{U^2}\right)^{-1/2}=1-\frac{8t^2}{U^2}+\dots$$

The law overestimates the weight. For $f$ to be within one percent of it, $U/t$ must reach about 28.

**Weak coupling**

At $U=0$ we have $R=4t$, so $\omega=2t$, $|X_{fg}|^2=d^2/2$ and $f=2td^2$. Molecular orbitals give an independent check. The bonding and antibonding orbitals $(\phi_1\pm\phi_2)/\sqrt2$ have energies $\mp t$, and the position matrix element between them has magnitude $d/2$. One electron contributes $2\cdot2t\cdot d^2/4=td^2$, and the two spins together give $2td^2$.

For small $U$, $R\approx4t+U^2/(8t)$. To first order in $U$,

$$\omega\approx2t\left(1+\frac{U}{4t}\right),\qquad |X_{fg}|^2\approx\frac{d^2}{2}\left(1-\frac{U}{4t}\right).$$

The linear changes cancel in the product, and the weight starts to fall in second order:

$$f\approx2td^2\left(1-\frac{U^2}{32t^2}\right).$$

A weak repulsion thus moves the line noticeably while hardly changing its area.

**Why the weight falls: a sum rule**

There is a second route to $f$ that does not use the final state. Expand the double commutator in the ground state and insert a complete set of eigenstates:

$$\langle[X,[H,X]]\rangle=2\langle XHX\rangle-2E_0\langle X^2\rangle=2\sum_n(E_n-E_0)|X_{ng}|^2 .$$

The right-hand side is the total oscillator strength, here that of our one line.

To evaluate the left-hand side, note that the repulsion commutes with $X$, since both are built from occupation numbers. The operator $c^\dagger_{1\sigma}c_{2\sigma}$ moves an electron by $-d$, so its commutator $[X,\,\cdot\,]$ is $-d$ times itself; for the reverse hop the factor is $+d$. Applying the commutator twice gives $d^2$ in both cases, so $[X,[X,T]]=d^2T$. Since $[H,X]=-[X,T]$,

$$f=\langle[X,[H,X]]\rangle=-d^2\langle T\rangle .$$

The hopping energy follows from $T|c\rangle=-2t|i_+\rangle$ and $T|i_+\rangle=-2t|c\rangle$:

$$\langle T\rangle=-4t\sin\alpha\cos\alpha=-4t\sqrt{\frac{R-U}{2R}\cdot\frac{R+U}{2R}}=-4t\cdot\frac{2t}{R}=-\frac{8t^2}{R}.$$

This reproduces $f=8t^2d^2/R$. In this model the area of the line measures how much hopping energy the ground state retains. Repulsion suppresses the charge fluctuations that hopping needs, and the absorption fades with them.

**Numbers**

Take round parameters that stand for no particular material: $t=0.5$ eV, $d=3$ Å and $U=4$ eV, so $U/t=8$. Then

$$R=\sqrt{4^2+16\times0.5^2}=\sqrt{20}=4.472\ \text{eV},\qquad \omega=\frac{4+4.472}{2}=4.236\ \text{eV}.$$

The line is $J=0.236$ eV above $U$; the strong-coupling estimate $4t^2/U$ gives $0.250$ eV. The ionic weight is $(4.472-4)/(2\times4.472)=0.0528$, so

$$|X_{fg}|^2=9\times0.0528=0.475\ \text{Å}^2 .$$

In atomic units the energy is $0.1557$ hartree and the dipole strength $1.697$ bohr². With ordinary units restored, $f=(2m/\hbar^2)\,\omega|X_{fg}|^2$, and $\hbar^2/m=7.620$ eV Å². Hence

$$f=\frac{2\times4.236\times0.475}{7.620}=0.528,\qquad
f_{\text{strong}}=\frac{8\times9\times0.25}{4\times7.620}=0.591 .$$

The full value is about 11% below the limiting law. The ground state is already 95% covalent, yet the line keeps 45% of its weight at $U=0$, which is $1.181$. A small ionic weight does not make the absorption equally small, because $\omega$ has risen from 1 eV to 4.2 eV.

The two power laws show up when $U$ is doubled at fixed $t$:

| $U/t$ | $\lvert X_{fg}\rvert^2$ (Å²) | $f$ | $f/f_{\text{strong}}$ |
|---:|---:|---:|---:|
| 8 | 0.4751 | 0.528 | 0.894 |
| 16 | 0.1344 | 0.286 | 0.970 |
| 32 | 0.03475 | 0.1465 | 0.992 |
| 64 | 0.0088 | 0.074 | 0.998 |

In the last step the dipole strength falls by a factor close to four, and $f$ by a factor close to two. These values come from diagonalizing the six-state problem built from the fermion operators; the numerical output below has the remaining rows. Near $U/t=400$ the logarithmic slopes with respect to $U$ are $-2.000$ for the dipole strength and $-1.000$ for $f$. The largest ratios serve to display the limit: at $t=0.5$ eV they mean $U$ of 16 eV and more, where a real system would have other excitations in the same range.

**When the result changes**

*Other polarizations.* If the orbitals have no position matrix elements perpendicular to the bond, randomly oriented dimers absorb with the average $f/3$, here $0.176$.

*Other orbitals.* Two electrons with no core electrons have a total oscillator strength of 2 when all orbitals are included. A real line can therefore hold only part of this total. The two-orbital model does not obey the bound, because its own sum rule gives $8t^2d^2/R$ instead of 2. For H$_2$ at 1.4 bohr, the exact solution in a minimal basis puts $f\approx2.6$ into the single line, whereas a large basis gives about $0.9$ for the first allowed line and a total close to 2. A model value near or above 2 signals that the truncation has failed, and smaller absolute values can also be too large.

*Repulsion between neighbours.* A term $Vn_1n_2$ adds $V$ to the covalent and triplet states and nothing to the ionic ones. Apart from a common shift of all levels, this replaces $U$ by $U-V$ in the formulas above. The closed expressions hold for either sign of $U-V$; the limits given above for $\omega$ and $|X_{fg}|^2$ require $U-V\gg t$. For $V-U\gg t$ the ground state is ionic, $\omega\to4t^2/|U-V|$ and $|X_{fg}|^2\to d^2$, and the weight again tends to $8d^2t^2/|U-V|$.

*Temperature.* The triplet states have one electron on each site, so $X$ gives zero on them and they do not absorb in this model. If $k_BT$ is comparable with $J$ but far below $U$, the weight is multiplied by the singlet population $1/(1+3e^{-J/k_BT})$. Since $J\to4t^2/U$ shrinks with growing $U$, the ground-state formula then needs ever lower temperatures.

*Unequal sites.* A difference in site energies removes the exchange symmetry and mixes $|i_-\rangle$ with the other two singlets. The argument for a single line then fails, and the second excited singlet can also absorb.

## Computed results

```
hopping t = 0.50 eV
site distance d = 3.00 angstrom
hbar^2/m = 7.6200 eV angstrom^2
Table from diagonalization (f_strong = strong-coupling law)
 U/t  U(eV) omega(eV) ionic_wt  X2(A^2)     f     f_strong f/f_strong
   0   0.00   1.0000   0.50000   4.50000  1.18111    (none)   (none)
   1   0.50   1.2808   0.37873   3.40859  1.14584   4.72443   0.2425
   2   1.00   1.6180   0.27639   2.48754  1.05642   2.36222   0.4472
   4   2.00   2.4142   0.14645   1.31802  0.83517   1.18111   0.7071
   8   4.00   4.2361   0.05279   0.47508  0.52821   0.59055   0.8944
  16   8.00   8.1231   0.01493   0.13436  0.28646   0.29528   0.9701
  32  16.00  16.0623   0.00386   0.03475  0.14650   0.14764   0.9923
  64  32.00  32.0312   0.00097   0.00876  0.07368   0.07382   0.9981
Detailed case: U = 4.00 eV, U/t = 8.0
R = 4.4721 eV
ground energy E0 = -0.2361 eV
singlet-triplet splitting = 0.2361 eV
its strong-coupling estimate 4t^2/U = 0.2500 eV
covalent amplitude cos(alpha) = 0.9732
ionic amplitude sin(alpha) = 0.2298
ionic weight = 0.05279
transition energy = 4.2361 eV
transition energy = 0.15567 hartree
matrix element |X| = 0.6893 angstrom
dipole strength |X|^2 = 0.4751 angstrom^2
dipole strength |X|^2 = 1.6965 bohr^2
hopping energy <T> = -0.4472 eV
oscillator strength f = 0.5282 (dimensionless)
f from hopping energy = 0.5282
strong-coupling law for f = 0.5906
orientational average f/3 = 0.1761
Slopes evaluated near U/t = 400
d ln f / d ln U at fixed t = -0.9999
d ln f / d ln t at fixed U = 1.9999
d ln |X|^2 / d ln U at fixed t = -1.9999
U/t where f is 1 percent below the law = 28.07
```
